\section*{Separating forward and return thresholds in antiferroelectric currents by constrained deconvolution}

\section{What reversal of the sweep can separate}

Reverse the direction of a field sweep while keeping the field $E$ the same. A displacement current changes sign; a leakage current that depends on the field alone does not. This difference in sign helps to separate the two. Let a triangular sweep $0\to E_m\to0$ have period $T$ and ramp rate $r=2E_m/T$. Let $f(E)$ and $b(E)$ be the charge per area and per unit field switched on the rising and falling branches. With a linear dielectric and ohmic leakage, the current densities are
\begin{align}
j_\uparrow(E)&=r[\kappa+f(E)]+gE,\\
j_\downarrow(E)&=-r[\kappa+b(E)]+gE,
\end{align}
where $\kappa=\varepsilon_0\varepsilon_r$. Subtracting and adding them gives
\begin{align}
j_\uparrow-j_\downarrow&=r(2\kappa+f+b),\label{odd}\\
j_\uparrow+j_\downarrow&=r(f-b)+2gE.\label{even}
\end{align}
The first combination cannot tell a constant part of $f+b$ from the dielectric. The second cannot tell a linear part of $f-b$ from leakage. Extra conditions must remove both ambiguities.

Fields are in MV/cm, charges in $\mu$C/cm$^2$ and times in ms, so currents are in mA/cm$^2$. The field $E$ is applied voltage divided by film thickness.

\section{What the two densities mean}

The film is modelled as independent regions. A region becomes polar at $E_f$ and nonpolar again at $E_b$, with $0<E_b<E_f<E_m$. On the rising branch the polar regions are those with $E_f\le E$; on the falling branch, those with $E_b<E$. Hence
\begin{equation}
P_\uparrow(E)=\int_0^E f(u)\,du,\qquad P_\downarrow(E)=\int_0^E b(u)\,du .
\end{equation}
Since $dE/dt=\pm r$, the switching currents are $rf$ and $-rb$. Every region that switches also returns, so
\begin{equation}
Q=\int_0^{E_m}f\,dE=\int_0^{E_m}b\,dE .\label{charge}
\end{equation}
The densities may overlap on the field axis even though $E_b<E_f$ in each region, because one region's return field can exceed another's forward field.

The pairing of $E_f$ with $E_b$ has dropped out: a major loop gives two marginal distributions, not their joint distribution. A minor loop does depend on pairing, because only regions with low $E_f$ have switched. Two simulated ensembles with identical major loops had mean return fields of 0.835 and 1.081 MV/cm on the same minor loop.

If some $E_b$ are negative, those regions stay polar in a repeated unipolar cycle and vanish from its current. A bipolar sweep recovers them, but its falling branch contains $b(E)+f(-E)$, provided each region passes through the nonpolar state. This sum does not separate uniquely. Regions with $(E_f,E_b)=(0.6,-0.2),(0.5,-0.3)$ switch at $-0.2,-0.3,-0.5,-0.6$ MV/cm. So do regions with $(0.3,-0.2),(0.6,-0.5)$. The mean forward fields are nevertheless 0.55 and 0.45 MV/cm. The scheme below therefore requires $E_b>0$.

\section{What the recorder adds}

The recorder is a linear single-pole filter with known time $\tau$:
\begin{equation}
\tau\dot y+y=j .\label{filter}
\end{equation}

\paragraph{Closed-cycle charge.} In periodic operation $\int_0^T\dot y\,dt=0$, so $y$ and $j$ have the same average. The rising branch contributes $\kappa E_m+Q$ and the falling branch $-\kappa E_m-Q$. Leakage alone remains:
\begin{equation}
\langle y\rangle=g\langle E\rangle=gE_m/2 .\label{leak}
\end{equation}

\paragraph{Delay.} The response to an impulse is $h(t)=e^{-t/\tau}/\tau$ for $t>0$. Its mean is $\tau$ and its second moment is $2\tau^2$, so its variance is $\tau^2$. Convolution of normalized pulses adds means and variances. The mean field of an isolated forward peak is thus displaced by $+r\tau$. That of the return peak is displaced by $-r\tau$, because the field is falling. Both peaks gain a field variance $(r\tau)^2$, and the apparent separation of their means grows by $2r\tau$. These statements require the filtered pulse to be complete before it is cut off by the branch end.

\paragraph{Dielectric reversal.} For the dielectric alone, let $y_0$ be the output at the top of the sweep. At time $t$ after reversal,
\begin{equation}
y=-r\kappa+(y_0+r\kappa)e^{-t/\tau}.
\end{equation}
Half a period later the output must be $-y_0$. With $p=e^{-T/(2\tau)}$ this gives $-y_0=-r\kappa+(y_0+r\kappa)p$, hence $y_0=r\kappa(1-p)/(1+p)$ and $y_0+r\kappa=2r\kappa/(1+p)$. Subtracting the constant $-r\kappa$ from the falling branch leaves the charge
\begin{equation}
\int_0^{T/2}(y+r\kappa)\,dt=\tau(y_0+r\kappa)(1-p)
=2r\kappa\tau\frac{1-p}{1+p}\simeq2r\kappa\tau .\label{false}
\end{equation}
The dielectric current must therefore be filtered before it is subtracted.

\paragraph{Noise.} Direct inversion at time step $h$ forms $y_i+\tau(y_{i+1}-y_{i-1})/(2h)$. For independent noise of variance $\sigma^2$, the three terms add to $\sigma^2[1+2\tau^2/(4h^2)]$. The noise amplitude grows by
\begin{equation}
\sqrt{1+\tau^2/(2h^2)} .
\end{equation}
Finer sampling makes this worse, so the inversion needs regularization.

\section{Discrete forward model}

Expand $f$ and $b$ in hat functions on equally spaced nodes $E_k$ with spacing $\Delta$. Each hat equals one at its node and falls linearly to zero at its neighbours. The unknown vector is $x=(f_k,b_k,\kappa,g)$. If every node coincides with a sampled field, the current $u$ produced by each unknown is linear in time within each sample interval, from $u_L$ to $u_R$. Put $a=h/\tau$ and $q=e^{-a}$. The solution of (\ref{filter}) over one interval is
\begin{equation}
y_{i+1}=qy_i+\int_0^h\frac{e^{-(h-s)/\tau}}{\tau}
\left[u_L+(u_R-u_L)\frac{s}{h}\right]ds .
\end{equation}
The constant term integrates to $1-q$. Integration by parts gives the weight of the linear term:
\begin{equation}
w_R=1-\frac1h\int_0^h e^{-(h-s)/\tau}ds=1-\frac{1-q}{a}.
\end{equation}
With $w_L=1-q-w_R$,
\begin{equation}
y_{i+1}=qy_i+s_i,\qquad s_i=w_Lu_L+w_Ru_R .
\end{equation}
Separate left and right values preserve the current jump at each turning point. After $N$ steps, $y_N=q^Ny_0+\sum_i q^{N-1-i}s_i$. Setting $y_N=y_0$ closes the cycle:
\begin{equation}
y_0=\frac{\sum_{i=0}^{N-1}q^{N-1-i}s_i}{1-q^N}.
\end{equation}
The outputs for unit values of the unknowns are the columns of a matrix $M$. No time step error arises for densities that are piecewise linear on the nodes.

The integral of a hat expansion is $\sum_kw_kf_k$, with $w_k=\Delta$ inside and $\Delta/2$ at the ends. Charge conservation is $c^{\mathsf T}x=0$ with $c=(w,-w,0,0)$.

\section{Identifiability}

Suppose two parameter sets give the same currents, and let $\delta$ denote their differences. The branch equations require
\begin{equation}
\delta f=-\delta\kappa-\frac{\delta g}{r}E,\qquad
\delta b=-\delta\kappa+\frac{\delta g}{r}E .\label{null}
\end{equation}
There are two free constants, hence two missing directions. Charge conservation demands
\begin{equation}
0=\int_0^{E_m}(\delta f-\delta b)\,dE=-\frac{2\delta g}{r}\frac{E_m^2}{2}
=-\frac{E_m^2}{r}\delta g ,\label{mismatch}
\end{equation}
which removes the leakage ambiguity and leaves $\delta\kappa$ free. An independently measured permittivity would fix it. The alternative used here is a quiet window just below $E_m$ where $b=0$, so that $\delta b=0$ there.

The window alone also restores full rank, since $-\delta\kappa+\delta gE/r$ can vanish throughout an interval only if both constants vanish. It then has to find leakage from a small slope across the window, which is poorly determined in noise. Singular values of the discrete problem confirm the count: two missing directions without conditions, one with charge conservation, and none with the window, whether or not charge is conserved.

\section{The constrained fit}

Let $R$ take second differences of the nodal values of $f$ and $b$. Remove the return nodes in the quiet window and solve
\begin{equation}
\min_{x\ge0}\Phi(x),\quad
\Phi=\tfrac12\|Mx-y\|^2+\tfrac{\lambda}{2}\|Rx\|^2,\quad c^{\mathsf T}x=0 .
\end{equation}
Without the window, constants and straight lines have zero second difference, so smoothing would not cure (\ref{null}). The constraints must do it.

The problem is convex. Its optimality conditions are
\begin{equation}
\nabla\Phi+\nu c\ge0,\quad x\ge0,\quad x^{\mathsf T}(\nabla\Phi+\nu c)=0,\quad c^{\mathsf T}x=0 .
\end{equation}
To use a nonnegative least-squares routine, add $\frac12\mu^2(c^{\mathsf T}x-t)^2$ to $\Phi$, minimize, then replace $t$ by $t-c^{\mathsf T}x$. The added gradient is $\mu^2(c^{\mathsf T}x-t)c$, so at a fixed point the charge is balanced and $\nu=-\mu^2t$. A finite $\mu$ therefore causes no bias.

The convergence rate follows when the set of positive unknowns no longer changes. Let $H$ be the Hessian of $\Phi$ on that set, $S=c^{\mathsf T}H^{-1}c$, and $v=c^{\mathsf T}x$. Because $\Phi$ is quadratic, $v=v_0-S\mu^2(v-t)$, or
\begin{equation}
v=\frac{v_0+S\mu^2t}{1+S\mu^2}.
\end{equation}
Replacing $t$ by $t-v$ gives
\begin{equation}
v'=v-\frac{S\mu^2}{1+S\mu^2}v=\frac{v}{1+S\mu^2}.
\end{equation}
A large $\mu$ speeds this up, but one so large that its row swamps the data in floating-point arithmetic is harmful.

\begin{verbatim}
input: periodic cycles yA, yB; r, tau; quiet window
build M by the interval recurrence and periodic closure
remove return nodes inside the quiet window
function FIT(y, lambda):
    A = [M; sqrt(lambda) R];  d = [y; 0]
    factor A = U G;  z = transpose(U) d;  t = 0
    repeat
        x = NNLS([G; mu c], [z; mu t])
        v = c.x
        if |v| is below tolerance: return x
        t = t - v
for each lambda:
    score = rms of M FIT(yA,lambda)-yB and M FIT(yB,lambda)-yA
choose lambda with the smallest score
return FIT((yA+yB)/2, lambda)
\end{verbatim}

For $N$ samples and $p$ unknowns, building $M$ costs $O(Np)$ operations after the hats are tabulated. The factorization costs $O[(N+p)p^2]$ and is done once per fit. Each active-set step then works on about $p$ rows, at a cost of at most $O(p^3)$ if its linear system is solved afresh.

\section{Energy from first moments}

With $D=\kappa E+P$, the energy density released on the falling branch is
\begin{equation}
W_{\rm rec}=\int_0^{E_m}E(\kappa+b)\,dE
=\frac{\kappa E_m^2}{2}+Q\langle E_b\rangle .
\end{equation}
The rising branch takes in the same expression with $\langle E_f\rangle$, so the hysteresis loss is
\begin{equation}
W_{\rm loss}=Q(\langle E_f\rangle-\langle E_b\rangle).
\end{equation}
Leakage loss is additional. Under the exchange $\kappa\to\kappa-C$, $f\to f+C$, $b\to b+C$, neither integral changes. Both energies are thus insensitive to the dielectric ambiguity, although $Q$ and $\kappa$ separately are not. The product MV/cm times $\mu$C/cm$^2$ is J/cm$^3$.

\section{Worked example}

The synthetic film is 10 nm thick, with $E_m=3.5$ MV/cm, $T=1$ ms and $\tau=0.020$ ms. Thus $r=7$ MV/cm/ms and $r\tau=0.14$ MV/cm. The input charge is 20 $\mu$C/cm$^2$ and $\varepsilon_r=35$, so $\kappa=3.099$ $\mu$C/cm$^2$ per MV/cm. The forward density has two Gaussian components and the return density has one. Their shared area is 15\% of $Q$. The records were integrated from (\ref{filter}) with these continuous densities, not generated by $M$. Each of two cycles has 400 samples and 2 mA/cm$^2$ of noise. There are 51 nodes per density, and the quiet window starts at 2.8 MV/cm.

The false dielectric charge is $2(21.69)(0.020)=0.868$ $\mu$C/cm$^2$; numerical integration gave 0.869. With $h=0.0025$ ms, direct inversion should raise noise by $\sqrt{1+8^2/2}=5.7$; a finite noise sample gave 5.8.

Cross-cycle prediction chose $\lambda=31.6$ (MV/cm/ms)$^2$, with an rms error of 2.02 mA/cm$^2$, close to the noise of the cycle being predicted. The resolution can be estimated for a ripple of wavenumber $k$, away from the ends and the zero bound. There are four samples per node, so data and smoothing have equal weight when
\begin{equation}
\frac{4r^2}{1+(kr\tau)^2}=\lambda(k\Delta)^4 .
\end{equation}
With $\Delta=0.07$ MV/cm this gives $k\Delta\simeq1.0$, a period of about 0.4 MV/cm. Finer ripples are reduced by more than half.

The fit to the averaged cycles gave:
\begin{center}
\begin{tabular}{lcc}
Quantity & Input & Fit\\
$Q$ ($\mu$C/cm$^2$) & 20.00 & 20.22\\
$\langle E_f\rangle$ (MV/cm) & 2.080 & 2.076\\
$\langle E_b\rangle$ (MV/cm) & 1.100 & 1.097\\
Forward rms width (MV/cm) & 0.397 & 0.405\\
Return rms width (MV/cm) & 0.300 & 0.307\\
$\varepsilon_r$ & 35.0 & 34.2\\
$g$ (mA/cm$^2$ per MV/cm) & 1.000 & 0.925
\end{tabular}
\end{center}
The integrated absolute error of both densities, divided by their total charge, is 1.4\%. It is 37\% if the known constant dielectric current is subtracted without deconvolution or leakage removal.

Most of the latter error is delay. Displacing a single-peaked density by a small $\delta$ gives an integrated absolute error $\delta\int|f'|\,dE=2\delta f_{\max}$. The forward and return densities peak at about $0.96Q$ and $1.33Q$ per MV/cm, so $\delta=r\tau=0.14$ MV/cm gives errors of about 27\% and 37\% of $Q$, or 32\% for both together.

The total charges from plain subtraction do not show this displacement, but they have errors of their own. Leakage adds $gE_mT/4=0.875$ $\mu$C/cm$^2$ to the apparent forward charge and removes it from the return charge. The dielectric transient removes about 0.87 from both. The estimates are 20.0 and 18.3; the values found were 19.8 and 18.1. The estimates omit noise, edge sampling and charge carried across the turning points. The nearly correct forward charge is a cancellation of errors.

The fitted charge is high by 0.22, more than twice its repeat scatter of 0.09 $\mu$C/cm$^2$. Noise and bias both contribute: where the true density is almost zero, the bound $x\ge0$ lets noise raise the fitted density but not lower it below zero. The permittivity is low, as expected if dielectric charge has been exchanged for switching charge.

The leakage error mostly reflects noise in the closed-cycle average: (\ref{leak}) applied directly to the noisy record gives 0.929. In 12 noise trials with $\lambda$ held fixed, the rms leakage error was 0.057 with charge conservation and 0.735 without it. By (\ref{mismatch}), the latter implies a charge mismatch of $0.735(3.5^2/7)=1.29$ $\mu$C/cm$^2$; the free fits gave 1.26. So few trials fix these figures only roughly. Noise in the cycle average alone predicts $(2/\sqrt2)/(\sqrt{400}\times1.75)=0.040$ for the conserved fit, and over many trials the two rms errors settle near 0.04 and 0.8.

The input energies are
\begin{align}
W_{\rm rec}&=\tfrac12(3.099)(3.5)^2+20(1.100)=40.98\ {\rm J/cm^3},\\
W_{\rm loss}&=20(2.080-1.100)=19.60\ {\rm J/cm^3}.
\end{align}
Direct integration of a simulated region loop gives the same values. The fit gives 40.75 and 19.79 J/cm$^3$, errors of about 1\% or less. The numerical output lists the remaining values.

\section{Real films and failure modes}

The parameters are rough values for the regime of thin antiferroelectric ZrO$_2$ capacitors, not a fit to one device. The peak field is 0.7 of a rough 5 MV/cm breakdown field. The ohmic leakage is a modelling choice, and real leakage often rises faster than linearly. The largest threshold shift among the effects estimated here comes from an interfacial layer. For a layer 0.2 nm thick with permittivity 30, complete switching changes the applied field needed for a given film field by
\begin{equation}
\frac{Q}{\varepsilon_0(30)}\frac{0.2}{10}=0.15\ {\rm MV/cm}.
\end{equation}
The shift is proportional to the charge already switched, whose mean during switching is $Q/2$, so both mean thresholds move by about 0.08 MV/cm if the layer is counted within the 10 nm, where the linear dielectric terms nearly cancel. If the layer is added to a 10 nm film, the displacement $\kappa E$ contributes a further $(35/30)(0.2/10)E$, and the forward and return means move by about 0.12 and 0.10 MV/cm. At the peak field this linear estimate puts more than 11 MV/cm across the layer, well above the breakdown field quoted for the film. It therefore gives only the size of the effect for a layer that neither leaks nor traps charge. The extracted fields are device thresholds, not local material constants.

\paragraph{Wrong leakage law.} If the true leakage is $\ell(E)$, equation (\ref{even}) puts an error $2[\ell(E)-gE]/r$ into $f-b$. A discrepancy of 3.5 mA/cm$^2$ near the peak field would create a false difference of 1 $\mu$C/cm$^2$ per MV/cm. A measured shape can replace $E$ in the leakage column; charge conservation then fixes its amplitude. Slower ramps enlarge this error as $1/r$.

\paragraph{No quiet window.} If return switching continues up to $E_m$, forcing $b=0$ there assigns switching charge to the dielectric. An independent permittivity avoids this. So does a low-field window where $f=0$: with charge conserved, $\delta g=0$, and (\ref{null}) then gives $\delta\kappa=0$.

\paragraph{Phase-dependent permittivity.} If the polar phase has a relative permittivity larger by 5, the charge jumps at the forward and return thresholds differ by $5\varepsilon_0(\langle E_f\rangle-\langle E_b\rangle)=0.43$ $\mu$C/cm$^2$. Total displacement still closes, but $f$ and $b$ then contain dielectric charge as well as switching charge. In the quiet window every region is polar, so the window fixes $\kappa$ at the polar value. With the polar permittivity larger by 5, the densities at low field would have to be about $-5\varepsilon_0=-0.44$ $\mu$C/cm$^2$ per MV/cm. The bound $x\ge0$ forbids this, so the fit returns a permittivity between those of the two phases and too large a $Q$. If the polar permittivity is the smaller one, as usually reported for ZrO$_2$, the fit returns the polar value and adds a positive low-field background to both densities; a contrast of $-5$ lowers $\langle E_f\rangle$ by about 0.05 MV/cm.

\paragraph{Wrong recorder time.} Raising the assumed $\tau$ by 10\% changed the fitted means by $-0.019$ and $+0.013$ MV/cm. The delay alone predicts $\mp0.014$. The record of a linear capacitor gives $\tau$ from its exponential response after reversal.

\paragraph{Rate and temperature.} Suppose a region of volume $V$ switches by thermal activation over a barrier that the field changes by $QVE$. It switches when the barrier has fallen to $k_BT\ln(\nu t)$, where $\nu$ is the attempt rate and $t$ the time available. A decade of sweep rate then moves the threshold by $k_BT\ln10/(QV)$, and a temperature change $\delta T$ moves it by $k_B\,\delta T\ln(\nu t)/(QV)$ if the zero-field barrier is fixed. With assumed values $V=27$ nm$^3$, $\nu=10^{12}$ s$^{-1}$ and $t=0.1$ ms, these shifts are about 0.02 MV/cm per decade at 300 K and about 0.03 MV/cm between 300 and 360 K. In a steady ramp the effective time is only that needed to sweep a field $k_BT/(QV)$, here about 1 $\mu$s, which lowers the second shift to about 0.02 MV/cm. This is only the kinetic part. In a real film the free-energy difference between the nonpolar and polar phases also changes with temperature, which can outweigh this shift or reverse its sign. Distributions should therefore be reported with the sweep rate and temperature. A series resistance of 50 $\Omega$ with an area of $10^{-4}$ cm$^2$ shifts the field by only 0.001 MV/cm here, but this shift grows with area and ramp rate.

\section*{Computed results}
\begin{verbatim}
Peak field 3.5 MV/cm; cycle 1.0 ms; recorder time 20 us
Ramp 7.0 MV/cm/ms; film 10 nm; noise 2.0 mA/cm2 per cycle
Samples per cycle 400; nodes per density 51; quiet above 2.8 MV/cm
Dielectric slope, input: 3.099 uC/cm2 per MV/cm
Dielectric current, input: 21.69 mA/cm2
Largest clean current magnitude: 192.1 mA/cm2
Clean cycle-average current: 1.7500 mA/cm2
Recorder field lag: 0.1400 MV/cm
False dielectric charge after reversal: 0.869 uC/cm2
Direct-inversion noise gain: 5.81
Missing directions: none, charge, charge+window, window: 2 1 0 0
Chosen smoothing lambda (MV/cm/ms)^2: 31.6
Cross-cycle prediction rms: 2.023 mA/cm2
Switching charge, input: 20.000 uC/cm2
Switching charge, fitted: 20.223 uC/cm2
Forward mean, input/fitted: 2.080 / 2.076 MV/cm
Return mean, input/fitted: 1.100 / 1.097 MV/cm
Forward rms width, input/fitted: 0.397 / 0.405 MV/cm
Return rms width, input/fitted: 0.300 / 0.307 MV/cm
Density overlap, input/fitted: 0.152 / 0.157
Relative permittivity, input/fitted: 35.00 / 34.22
Leakage, input/fitted: 1.000 / 0.925 mA/cm2 per MV/cm
Leakage from noisy cycle average: 0.929 mA/cm2 per MV/cm
Relative density error, fit/plain subtraction: 0.014 / 0.370
Plain forward/return charge: 19.758 / 18.130 uC/cm2
Leakage rms error, conserved/free: 0.057 / 0.735 mA/cm2 per MV/cm
Free-fit charge mismatch rms: 1.258 uC/cm2
Repeat scatter of charge: 0.094 uC/cm2
Repeat scatter of forward/return mean: 0.0021 / 0.0023 MV/cm
Released energy, input/fitted: 40.98 / 40.75 J/cm3
Hysteresis loss, input/fitted: 19.60 / 19.79 J/cm3
Region-loop released/lost energy: 40.98 / 19.60 J/cm3
Minor-loop return means for two pairings: 0.835 / 1.081 MV/cm
Bipolar ambiguity, forward means: 0.550 / 0.450 MV/cm
Series resistance 50 ohm, area 1.0e-04 cm2: shift 0.00096 MV/cm
Interface 0.2 nm, permittivity 30: shift 0.151 MV/cm
Charge mismatch for permittivity contrast 5: 0.434 uC/cm2
Threshold shift per decade of rate, 27 nm3, 300 K: 0.0177 MV/cm
Threshold shift 300 to 360 K, 1e12/s, 0.1 ms: 0.0283 MV/cm
Tunnelling at peak field, 2 eV, mass 0.25: 3.89e-02 mA/cm2
Steady heating, substrate 1.5 W/cm/K: 7.37e-05 K
Peak field / rough 5 MV/cm breakdown field: 0.70
10% high tau, forward/return mean change: -0.0192 / 0.0130 MV/cm
\end{verbatim}
